# Shielding of the helium-3 nucleus from Lamb's formula

## Question

I have this exercise on the free \(^3\)He atom:

> Use Lamb's formula to compute the magnetic shielding of the \(^3\)He nucleus, given that the mean of \(1/r\) is 1.6883 (atomic units) per electron. Compare with the value 59.967 ppm, which includes corrections.

The formula I have is \(\sigma=\tfrac{1}{3}\alpha^2\langle 1/r\rangle\). Putting in 1.6883 gives me about 29.97 ppm, half of what I am supposed to compare with. A missing factor of 2 looks likely, but I would like to see where it comes from instead of inserting it to get agreement.

Two more things bother me. The formula seems to contain just one kind of electronic response to the field. Why is there no contribution from the orbital and spin magnetic moments of the electrons? And once the factor of 2 is in, a small difference from 59.967 ppm remains. How do I tell whether it is a rounding error, a poor value of \(\langle 1/r\rangle\), or real physics?

## Answer

The factor of 2 is there because both electrons shield the nucleus, and your mean is for one of them. The derivation shows this, and it also answers your second question.

### What is being computed

Put the atom in a uniform field \(\mathbf B\). The electrons respond with a current, and that current produces a field \(\mathbf B_{\rm ind}\) at the nucleus. The shielding \(\sigma\) is defined by

\[
\mathbf B_{\rm nucleus}=\mathbf B+\mathbf B_{\rm ind}=(1-\sigma)\,\mathbf B ,
\]

so a positive \(\sigma\) means a weaker field at the nucleus. I assume nonrelativistic electrons and a point nucleus fixed at the origin, and I work to first order in \(B\). The electron has charge \(-e\) and mass \(m\).

### Why the orbital and spin moments drop out

In a magnetic field the kinetic energy of each electron is \((\mathbf p+e\mathbf A)^2/2m\). Choose \(\mathbf A=\tfrac12\mathbf B\times\mathbf r\), with its origin at the nucleus. Since \(\nabla\cdot\mathbf A=0\), the operators \(\mathbf p\) and \(\mathbf A\) may be interchanged in the cross term, which becomes

\[
\frac{e}{m}\mathbf A\cdot\mathbf p
=\frac{e}{2m}(\mathbf B\times\mathbf r)\cdot\mathbf p
=\frac{e}{2m}\mathbf B\cdot(\mathbf r\times\mathbf p).
\]

Summing over both electrons and adding the spin energy gives the part of the Hamiltonian linear in \(B\):

\[
H_1=\frac{e}{2m}\,\mathbf B\cdot(\mathbf L+g\,\mathbf S),
\]

where \(g\approx2\), and \(\mathbf L\) and \(\mathbf S\) are the total orbital and spin angular momenta.

The helium ground state is a spin singlet, so \(\mathbf S\) acting on it gives zero. Its spatial part depends on the three distances \(r_1\), \(r_2\) and \(r_{12}\). The operator \(\mathbf r_1\times\mathbf p_1\) gives zero on any function of \(r_1\), because the gradient is parallel to \(\mathbf r_1\); the same holds for electron 2. What remains is the dependence on \(r_{12}\). For a function \(f(r_{12})\),

\[
\mathbf r_1\times\mathbf p_1 f
=-i\hbar f'\,\frac{\mathbf r_1\times(\mathbf r_1-\mathbf r_2)}{r_{12}}
=+i\hbar f'\,\frac{\mathbf r_1\times\mathbf r_2}{r_{12}},
\]

\[
\mathbf r_2\times\mathbf p_2 f
=-i\hbar f'\,\frac{\mathbf r_2\times(\mathbf r_2-\mathbf r_1)}{r_{12}}
=-i\hbar f'\,\frac{\mathbf r_1\times\mathbf r_2}{r_{12}}.
\]

The two add to zero. The angular momentum operator of one electron alone does not give zero, but the total does.

Hence \(H_1\Psi_0=0\). The first-order change of the wave function is built from the matrix elements \(\langle n|H_1|0\rangle\), which are all zero, so the wave function does not change to first order in \(B\). That is why there is no paramagnetic contribution.

### The current that remains

The velocity of an electron in the field is \((\mathbf p+e\mathbf A)/m\), and the electric current carries the charge \(-e\). The \(\mathbf p\) part gives no current, because the spatial wave function can be chosen real and has not changed. There is no spin current either, because a singlet has zero spin density. The \(e\mathbf A/m\) part survives:

\[
\mathbf J=-\frac{e^2}{m}\,n\,\mathbf A=-\frac{e^2}{2m}\,n(r)\,\mathbf B\times\mathbf r .
\]

Here \(n(r)\) is the number density of both electrons together, so \(\int n\,d^3r=2\). It is spherical because the state has \(L=0\). The current runs in circles around the field direction.

### The field at the nucleus

In the Biot–Savart law the vector from the source point \(\mathbf r\) to the nucleus is \(-\mathbf r\), so

\[
\mathbf B_{\rm ind}
=\frac{\mu_0}{4\pi}\int\frac{\mathbf J\times(-\mathbf r)}{r^3}\,d^3r
=+\frac{\mu_0e^2}{8\pi m}\int n(r)\,\frac{(\mathbf B\times\mathbf r)\times\mathbf r}{r^3}\,d^3r .
\]

The two minus signs, from \(\mathbf J\) and from \(-\mathbf r\), have cancelled. The double cross product is

\[
(\mathbf B\times\mathbf r)\times\mathbf r=\mathbf r\,(\mathbf B\cdot\mathbf r)-r^2\mathbf B .
\]

Because \(n\) is spherical, we may average over directions. The average of \(\mathbf r(\mathbf B\cdot\mathbf r)\) is \(\tfrac13r^2\mathbf B\), so the right-hand side averages to \(-\tfrac23r^2\mathbf B\). Therefore

\[
\mathbf B_{\rm ind}
=-\frac{\mu_0e^2}{12\pi m}\,\mathbf B\int\frac{n(r)}{r}\,d^3r
=-\frac{\mu_0e^2}{12\pi m}\left\langle\frac1{r_1}+\frac1{r_2}\right\rangle\mathbf B .
\]

This is where your factor of 2 enters: the integral runs over the density of both electrons. The sign is that of a diamagnetic response, with the induced field opposing the applied one.

The factor \(\tfrac23\) also has a simple picture. A current ring whose points lie at distance \(r\) from the nucleus and at angle \(\theta\) from the field axis has radius \(r\sin\theta\). With current \(I\), it produces the field \(\mu_0I\sin^2\theta/2r\) along the axis at the nucleus, and since the velocity \(e\mathbf A/m=(e/2m)\,\mathbf B\times\mathbf r\) is a rigid rotation at angular frequency \(\omega=eB/2m\), the current in each ring is the charge it contains times \(\omega/2\pi\), whatever its \(\theta\). The rings are therefore weighted by their charge, which for a spherical density means by solid angle, and the average of \(\sin^2\theta\) over the sphere is \(\tfrac23\).

The inverse distance arises because the velocity of each electron, and with it its current element (charge times velocity), grows like \(r\) while the Biot–Savart field falls like \(1/r^2\).

To tidy the constants, use \(\mu_0=1/\varepsilon_0c^2\), \(\alpha=e^2/4\pi\varepsilon_0\hbar c\) and \(a_0=\hbar/mc\alpha\):

\[
\frac{\mu_0e^2}{4\pi m}
=\frac{e^2}{4\pi\varepsilon_0mc^2}
=\frac{\alpha\hbar}{mc}
=\alpha^2a_0 .
\]

The prefactor in \(\mathbf B_{\rm ind}\) is one third of this. Comparing with \(\mathbf B_{\rm ind}=-\sigma\mathbf B\) gives Lamb's formula for this atom:

\[
\boxed{\;\sigma=\frac{\alpha^2}{3}\left\langle\frac{a_0}{r_1}+\frac{a_0}{r_2}\right\rangle
=\frac{2\alpha^2}{3}\left\langle\frac{a_0}{r}\right\rangle\;}
\]

In the last form the mean is for one electron. The two electrons have equal means because the spatial wave function of the singlet is symmetric.

As a test of the prefactor and the angular average, the fields of the current rings were summed numerically in SI units for a density made of two different exponentials. The sum and the formula both gave 59.8190 ppm for that trial density.

### The number

The sum over both electrons is \(2\times1.6883=3.3766\), and \(\alpha^2/3\) is 17.75045 ppm. So

\[
\sigma=17.75045\times3.3766\ \text{ppm}=59.936\ \text{ppm}\approx59.94\ \text{ppm}.
\]

In an applied field of 1 T, the electrons reduce the field at the nucleus by about 60 µT.

A limiting case shows what the mean \(1/r\) is telling you. Without electron repulsion, each electron would occupy a hydrogen-like 1s state with density \((Z^3/\pi a_0^3)\,e^{-2Zr/a_0}\), for which

\[
\left\langle\frac{a_0}{r}\right\rangle
=4Z^3\int_0^\infty x\,e^{-2Zx}\,dx
=4Z^3\,\frac{1}{4Z^2}=Z,\qquad x=\frac r{a_0}.
\]

With \(Z=2\) the shielding would be \(17.75045\times4=71.00\) ppm. Repulsion lowers the mean inverse distance from 2 to 1.6883, and the shielding falls in the same proportion, by about 16%.

### Is the difference just rounding?

Form the difference before rounding to two decimals:

\[
59.967-59.936=0.031\ \text{ppm}.
\]

If you start from 59.94 you get 0.027 ppm, which is noticeably off because the difference is so small. The given mean is itself rounded: half a unit in its last digit is 0.00005, which shifts \(\sigma\) by 0.0018 ppm. That is far below 0.031 ppm, so rounding of the input does not explain the difference.

### Is the mean of \(1/r\) good enough?

This needs care, because the difference is just 5 parts in \(10^4\) of \(\sigma\), and \(\sigma\) is proportional to the mean. An error of that relative size in \(\langle1/r\rangle\) would spoil the comparison.

I therefore computed the mean variationally, with wave functions that contain \(r_{12}\) explicitly. Basis sets of 34 and 50 functions both give 1.68831, which supports the 1.6883 in your exercise. The last digit is not fully converged: with a few hundred functions the mean rises by about \(5\times10^{-6}\) to 1.688317. That raises \(\sigma\) by 0.0002 ppm and makes the gap to 59.967 ppm 0.030 ppm, within the rounding uncertainty found above. The calculation also passed two other tests: it satisfies the virial theorem closely, and it gives a mean of 2 when the repulsion is switched off.

Hartree–Fock theory, in which each electron moves in the average field of the other, would not have been sufficient:

| Wave function | Mean \(a_0/r\) | \(\sigma\) (ppm) |
|---|---:|---:|
| Hartree–Fock | 1.68728 | 59.900 |
| Correlated | 1.68831 | 59.937 |

Leaving out electron correlation lowers the result by 0.037 ppm, slightly more than the difference you want to interpret. With the Hartree–Fock mean, the gap to 59.967 ppm would be 0.067 ppm, and over half of it would come from the approximate wave function.

### What physics is left?

The derivation left out relativity, the motion of the nucleus and radiative effects. The first two can be sized with simple estimates.

**Relativity.** Relativistic corrections are controlled by \(v^2/c^2\). For a hydrogen-like 1s electron the mean of this quantity is

\[
(Z\alpha)^2=2.13\times10^{-4}.
\]

In the actual atom it is somewhat smaller. By the virial theorem, the total kinetic energy is minus the total energy, or 2.904 hartree. That is 1.452 hartree per electron, and since 1 hartree is \(\alpha^2mc^2\),

\[
\left\langle\frac{v^2}{c^2}\right\rangle=2\times1.452\,\alpha^2\approx1.5\times10^{-4}.
\]

Multiplying \((Z\alpha)^2\) by \(\sigma\) gives a scale of 0.013 ppm.

**Nuclear motion.** The electron-to-nucleus mass ratio is \(m/M=1.82\times10^{-4}\), which corresponds to 0.011 ppm. One part of this effect is easy to follow. With a nucleus of finite mass, the electrons' kinetic energy contains the reduced mass, which is smaller than \(m\) by the fraction \(m/M\) to leading order. The atom's length scale grows by the same fraction, so \(\langle1/r\rangle\) falls, and this part alone lowers \(\sigma\) by about 0.011 ppm. It is not the whole mass correction. The nuclear motion also couples the momenta of the two electrons, but through \(\langle1/r\rangle\) this lowers \(\sigma\) by only about 0.0004 ppm. A moving nucleus also carries its charge and magnetic moment through the fields, which gives further terms of order \(m/M\) that the fixed-nucleus derivation does not contain and that are not estimated here.

**Radiative effects.** In the usual expansion these carry a further factor of \(\alpha\), apart from logarithms, so I expect them to be smaller. I have not computed them.

Relative to the Lamb value, the difference is about \(5.1\times10^{-4}\), uncertain by about \(0.3\times10^{-4}\) from the rounding of the given mean, or roughly 2.4 times \((Z\alpha)^2\). A coefficient of this size is unremarkable, so the difference is of the magnitude expected from the omitted physics.

The estimates do not predict the value 0.031 ppm, however. They give the scale of each effect, not its full coefficient, and contributions of opposite sign can partly cancel. The length-scale part already shows this: it is negative, while the net difference is positive, so everything else together must add about \(0.031+0.011=0.042\) ppm. To divide that amount among the remaining effects, relativistic, nuclear-motion and radiative, each would have to be calculated for two interacting electrons.

### Where the formula can be used

The argument needed a state with \(L=0\) and \(S=0\) and a single nucleus at the centre of a spherical electron density. With the sum extended over all electrons, it therefore also holds for other atoms in such states, within the same nonrelativistic, fixed-nucleus model. The neglected relativistic terms grow in importance as \(Z\) increases.

If the atom has an unpaired electron, \(H_1\Psi_0\) is in general not zero, and the electron's own magnetic moment also produces a field at the nucleus. In a molecule the other nuclei destroy the spherical symmetry, so \(\mathbf L\) about one nucleus in general no longer annihilates the state, and a paramagnetic term has to be added. (In a linear molecule in a \(\Sigma\) state the component along the axis still gives zero, so the term comes only from the perpendicular directions.)

For your exercise, the answer is 59.94 ppm from Lamb's formula, with the corrected value higher by 0.031 ppm, or about 0.05%. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
INPUTS
fine-structure constant alpha: 0.007297353
alpha squared: 5.325135e-05
given mean a0/r per electron: 1.6883
given corrected shielding: 59.967 ppm
LAMB'S FORMULA
sum of a0/r over both electrons: 3.3766
alpha squared / 3: 17.75045 ppm
shielding, three decimals: 59.936 ppm
shielding, two decimals: 59.94 ppm
shift for 0.00005 in the mean: 0.0018 ppm
COMPARISON
corrected minus Lamb: 0.031 ppm
same, relative to Lamb: 5.14e-04
(Z alpha)^2: 2.13e-04
electron/helion mass ratio: 1.82e-04
(Z alpha)^2 times shielding: 0.013 ppm
mass ratio times shielding: 0.011 ppm
relative difference / (Z alpha)^2: 2.4
CHECK OF THE MEAN, CORRELATED WAVE FUNCTION
basis functions, smaller and larger: 34, 50
energy, larger basis: -2.90372 hartree
mean a0/r, smaller basis: 1.68831
mean a0/r, larger basis: 1.68831
shielding from larger basis: 59.937 ppm
virial sum 2<T>+<V>: -1.6e-05 hartree
no repulsion, mean a0/r: 2.0000
HARTREE-FOCK
energy: -2.86168 hartree
mean a0/r: 1.68728
shielding: 59.900 ppm
correlated minus HF: 0.037 ppm
CURRENT-RING TEST, EXPONENTS 2.18 AND 1.19 PER a0
shielding from rings: 59.8190 ppm
shielding from formula: 59.8190 ppm
```
